# First-order pseudopotentials of a displacement wave and their macroscopic divergence: test program

```python
"""First-order pseudopotential of a displacement wave, tested independently.

Result under test: ions of one sublattice (position tau in the cell) move along
axis a by u*exp(i q.(R+tau)). Per unit u, between plane waves K=k+q+G, K'=k+G':
  local     = -i (q+G-G')_a exp(-i(G-G').tau) v(q+G-G') / Omega
  separable = -i (q+G-G')_a exp(-i(G-G').tau) sum_i b_i(K) D_i b_i(K')^* / Omega
and the only divergence for q -> 0 is i 4 pi Z qhat_a / (Omega q), at G=G'.
v: transform of the local potential (tail -Z/r); b_i: transforms of projectors;
D_i: their strengths; Omega: cell volume. Hartree atomic units throughout.
Model: v(r) = -Z erf(r/(sqrt2 rc))/r + A exp(-r^2/(2 rc^2)), and normalized
Gaussian s and p projectors of width rho.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import erf
from scipy.constants import physical_constants

pi = np.pi
a = 10.0
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
recip = 2 * pi * np.linalg.inv(cell).T
omega = abs(np.linalg.det(cell))
ion_a = dict(Z=3.0, rc=1.0, A=1.0, rho=0.8, Ds=1.0, Dp=0.5, tau=np.zeros(3))
ion_b = dict(Z=5.0, rc=0.8, A=3.0, rho=0.8, Ds=1.0, Dp=0.5,
             tau=np.full(3, a / 4))


def local_ft(ion, K):
    K2 = np.sum(np.asarray(K)**2, axis=-1)
    short = ion["A"] * (2 * pi)**1.5 * ion["rc"]**3
    return (-4 * pi * ion["Z"] / K2 + short) * np.exp(-K2 * ion["rc"]**2 / 2)


def projector_ft(ion, K):
    """Transforms of the s, px, py, pz projectors, last axis of length 4."""
    K = np.asarray(K, float)
    rho = ion["rho"]
    s = (2**1.5 * pi**0.75 * rho**1.5
         * np.exp(-np.sum(K**2, axis=-1) * rho**2 / 2))[..., None]
    return np.concatenate([s + 0j, -1j * np.sqrt(2) * rho * K * s], axis=-1)


def strengths(ion):
    return np.array([ion["Ds"], ion["Dp"], ion["Dp"], ion["Dp"]])


def first_order(ion, k, q, G, Gp, axis):
    """Derived formulas: local and separable first-order elements."""
    transfer = q + G - Gp
    front = -1j * transfer[axis] * np.exp(-1j * (G - Gp) @ ion["tau"]) / omega
    kernel = np.sum(projector_ft(ion, k + q + G) * strengths(ion)
                    * projector_ft(ion, k + Gp).conj())
    return np.array([front * local_ft(ion, transfer), front * kernel])


def elements(ion, K, Kp, positions):
    """Local and separable elements for ions at explicitly given positions."""
    volume = len(positions) * omega
    loc = local_ft(ion, K - Kp) * np.exp(-1j * positions @ (K - Kp)).sum()
    left = np.exp(-1j * positions @ K)[:, None] * projector_ft(ion, K)
    right = np.exp(-1j * positions @ Kp)[:, None] * projector_ft(ion, Kp)
    sep = np.sum(left * strengths(ion) * right.conj())
    return np.array([loc, sep]) / volume


def moved(ion, K, Kp, positions, pattern, axis, h=1e-4):
    """Central difference with real displacements h*pattern along axis."""
    shift = np.zeros_like(positions)
    shift[:, axis] = h * pattern
    return (elements(ion, K, Kp, positions + shift)
            - elements(ion, K, Kp, positions - shift)) / (2 * h)


# Local transform from the Laplacian of v, and its constant term C.
r = sp.symbols("r", positive=True)
C = {}
for name, ion in (("A", ion_a), ("B", ion_b)):
    Z, rc, A = ion["Z"], ion["rc"], ion["A"]
    rv = -Z * sp.erf(r / (sp.sqrt(2) * rc)) + A * r * sp.exp(-r**2 / (2 * rc**2))
    rv2 = sp.lambdify(r, sp.diff(rv, r, 2), "numpy")
    for K in (0.1, 0.7, 2.0):
        lap = quad(lambda x: 4 * pi * rv2(x) * np.sin(K * x) / K, 0, 15,
                   epsabs=1e-11, limit=200)[0]
        assert np.isclose(-lap / K**2, local_ft(ion, [K, 0, 0]), rtol=1e-7)
    C[name] = quad(lambda x: 4 * pi * x * (Z * (1 - erf(x / (np.sqrt(2) * rc)))
                   + A * x * np.exp(-x**2 / (2 * rc**2))), 0, 15)[0]

# Transform of an off-centre projector by three-dimensional quadrature.
step = 0.25
line = np.arange(-8, 8 + step / 2, step)
X = np.stack(np.meshgrid(line, line, line, indexing="ij"), axis=-1)
centre, Ktest = np.array([0.3, -0.2, 0.5]), np.array([0.7, -0.4, 1.1])
Y = X - centre
rho = ion_b["rho"]
gauss = np.exp(-np.sum(Y**2, axis=-1) / (2 * rho**2)) / (pi**0.75 * rho**1.5)
wave = np.exp(-1j * X @ Ktest)
direct = [np.sum(wave * gauss) * step**3]
direct += [np.sum(wave * gauss * np.sqrt(2) * Y[..., i] / rho) * step**3
           for i in range(3)]
assert np.allclose(direct, np.exp(-1j * Ktest @ centre)
                   * projector_ft(ion_b, Ktest), atol=1e-8)

# Supercell of 5x5x5 cells with explicitly displaced ions.
k = np.array([0.20, 0.10, 0.05])
q5 = (recip[0] + 2 * recip[1]) / 5
R = np.array([[i, j, l] for i in range(5) for j in range(5)
              for l in range(5)]) @ cell
zero = np.zeros(3)
worst = 0.0
for ion in (ion_a, ion_b):
    pos = R + ion["tau"]
    cosine, sine = np.cos(pos @ q5), np.sin(pos @ q5)
    for G, Gp in ((zero, zero), (recip[0], recip[2]), (zero, recip[1])):
        for axis in range(3):
            up, down = k + q5 + G, k - q5 + G
            c_up = moved(ion, up, k + Gp, pos, cosine, axis)
            s_up = moved(ion, up, k + Gp, pos, sine, axis)
            c_dn = moved(ion, down, k + Gp, pos, cosine, axis)
            s_dn = moved(ion, down, k + Gp, pos, sine, axis)
            plus = first_order(ion, k, q5, G, Gp, axis)
            minus = first_order(ion, k, -q5, G, Gp, axis)
            errors = np.concatenate([c_up + 1j * s_up - plus, c_dn + 1j * s_dn,
                                     c_up - plus / 2, c_dn - minus / 2])
            worst = max(worst, np.abs(errors).max())
assert worst < 1e-7

# For G != G' the limit q -> 0 is a rigid shift of the sublattice.
rigid = moved(ion_b, k + recip[0], k + recip[2], ion_b["tau"][None, :],
              np.ones(1), 0)
assert np.allclose(rigid, first_order(ion_b, k, np.array([1e-7, 0, 0]),
                                      recip[0], recip[2], 0), atol=1e-6)

# Divergent term from displaced charged sheets in real space.
coef = 4 * pi * ion_b["Z"] / omega
spacing, n_planes, n_sub = a / 2, 50, 200
density = spacing / omega
side = quad(lambda s: -2 * pi * s * ion_b["Z"] * density * 1.3
            / (s * s + 1.3**2)**1.5, 0, np.inf)[0]
q_sheet = 2 * pi / (n_planes * spacing)
planes = spacing * np.arange(n_planes)
stairs = np.repeat(np.cumsum(2 * side * np.exp(1j * q_sheet * planes)), n_sub)
x_mid = (np.arange(n_planes * n_sub) + 0.5) * spacing / n_sub
sheet_amp = np.mean(stairs * np.exp(-1j * q_sheet * x_mid))
assert np.isclose(sheet_amp, 1j * coef / q_sheet, rtol=1e-6)

# Pattern exp(i q.R) instead of exp(i q.(R+tau)): extra finite term.
n_chain = 400
q_chain = (recip[1] + recip[2]) / n_chain
chain = np.arange(n_chain)[:, None] * cell[1]
pos = chain + ion_b["tau"]
other = (moved(ion_b, q_chain, zero, pos, np.cos(chain @ q_chain), 0, 1e-2)
         + 1j * moved(ion_b, q_chain, zero, pos, np.sin(chain @ q_chain), 0,
                      1e-2))[0]
extra = other - 1j * coef / np.linalg.norm(q_chain)
extra_formula = coef * ion_b["tau"][0]
# The remaining difference is of first order in the small wave vector.
assert abs(extra - extra_formula) < 1e-2

# Small-q behaviour of the G=G'=0 element, q along x.
table = []
for size in (0.1, 0.01, 0.001):
    loc, sep = first_order(ion_b, k, np.array([size, 0, 0]), zero, zero, 0)
    table.append((size, loc.imag, coef / size, loc.imag - coef / size, sep.imag))
assert np.isclose(table[1][3], -0.01 * C["B"] / omega, rtol=1e-2)
assert np.isclose(table[2][4] / table[1][4], 0.1, rtol=2e-2)
transverse = first_order(ion_b, k, np.array([0, 0.001, 0]), zero, zero, 0)
assert np.abs(transverse).max() < 1e-12

# Interband limit from diagonalization in a fixed set of plane waves.
n = np.arange(-6, 7)
Gs = np.array([[i, j, l] for i in n for j in n for l in n]) @ recip
cutoff = 5.0
Gs = Gs[np.sum(Gs**2, axis=1) / 2 <= cutoff]
dG = Gs[:, None, :] - Gs[None, :, :]
diagonal = np.eye(len(Gs), dtype=bool)
dG_safe = dG.copy()
dG_safe[diagonal] = 1.0
phases = [np.exp(-1j * dG @ ion["tau"]) for ion in (ion_a, ion_b)]
v_lattice = sum(p * local_ft(ion, dG_safe)
                for p, ion in zip(phases, (ion_a, ion_b))) / omega
v_lattice[diagonal] = 0.0


def hamiltonian(kpt):
    H = np.diag(np.sum((kpt + Gs)**2, axis=1) / 2) + v_lattice
    for p, ion in zip(phases, (ion_a, ion_b)):
        b = projector_ft(ion, kpt + Gs)
        H = H + p * ((b * strengths(ion)) @ b.conj().T) / omega
    return H


E, U = np.linalg.eigh(hamiltonian(k))
lower, upper = 3, 4
gap = E[upper] - E[lower]
velocity = np.array([U[:, upper].conj() @ (hamiltonian(k + d)
                     - hamiltonian(k - d)) @ U[:, lower] / 2e-4
                     for d in 1e-4 * np.eye(3)])
band_rows = []
for label, qhat in (("100", np.array([1.0, 0, 0])),
                    ("110", np.array([1.0, 1.0, 0]) / np.sqrt(2))):
    limit = coef * abs(qhat[0] * (qhat @ velocity)) / gap
    values = []
    for size in (1e-3, 1e-5):
        W = np.linalg.eigh(hamiltonian(k + size * qhat))[1]
        overlap = abs(W[:, upper].conj() @ U[:, lower])
        values.append(coef * abs(qhat[0]) / size * overlap)
    same = abs(W[:, lower].conj() @ U[:, lower])
    # Error is first order in q divided by the spacing of neighbouring bands.
    assert np.isclose(values[-1], limit, rtol=1e-2)
    assert abs(same - 1) < 1e-4
    band_rows.append((label, values[0], values[1], limit))

hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"lattice constant {a:.1f} bohr, cell volume {omega:.1f} bohr^3")
for name, ion in (("A", ion_a), ("B", ion_b)):
    print(f"ion {name}: Z = {ion['Z']:.0f}, rc = {ion['rc']:.1f} bohr, "
          f"A = {ion['A']:.1f} Ha, rho = {ion['rho']:.1f} bohr")
    print(f"ion {name}: D_s = {ion['Ds']:.1f} Ha, D_p = {ion['Dp']:.1f} Ha, "
          f"tau = {ion['tau']} bohr")
    print(f"ion {name}: constant C = {C[name]:.4f} Ha bohr^3")
print("k =", k, "1/bohr")
print("finite q = (b1+2 b2)/5 =", np.round(q5, 5), "1/bohr")
print("G = b1 =", np.round(recip[0], 5), "1/bohr")
print("G' = b3 =", np.round(recip[2], 5), "1/bohr")
transfer = q5 + recip[0] - recip[2]
print("q+G-G' =", np.round(transfer, 5), "1/bohr")
print(f"v_B(q+G-G') = {local_ft(ion_b, transfer):.5f} Ha bohr^3")
loc, sep = first_order(ion_b, k, q5, recip[0], recip[2], 0)
print(f"ion B along x, local element     = {loc:.6f} Ha/bohr")
print(f"ion B along x, separable element = {sep:.6f} Ha/bohr")
print(f"largest supercell deviation = {worst:.1e} Ha/bohr")
print(f"divergent coefficient 4 pi Z/Omega, ion B = {coef:.6f} Ha/bohr^2")
print("G=G'=0, q along x, imaginary parts in Ha/bohr:")
print("q (1/bohr)   local      divergent   remainder   separable")
for row in table:
    print(f"{row[0]:<9.3f} {row[1]:11.6f} {row[2]:11.6f} "
          f"{row[3]:11.6f} {row[4]:11.6f}")
print(f"-q C/Omega at q = 0.01 /bohr: {-0.01 * C['B'] / omega:.6f} Ha/bohr")
u_amp, q_amp = 0.01, 0.01
energy = u_amp * coef / q_amp
print(f"divergent amplitude, u = {u_amp} bohr, q = {q_amp} /bohr: "
      f"{energy:.4f} Ha = {energy * hartree_ev:.3f} eV")
print(f"sheets: q = {q_sheet:.6f} 1/bohr, amplitude/i = "
      f"{(sheet_amp / 1j).real:.5f} Ha/bohr")
print(f"sheets: formula {coef / q_sheet:.5f} Ha/bohr")
print(f"pattern exp(iq.R): q = {np.linalg.norm(q_chain):.6f} 1/bohr")
print(f"pattern exp(iq.R): extra term, real part {extra.real:.5f} Ha/bohr, "
      f"formula {extra_formula:.5f}")
print(f"plane waves: {len(Gs)}, cutoff on G^2/2 = {cutoff:.1f} Ha")
print("lowest six band energies (Ha):", np.round(E[:6], 4))
print(f"E5 - E4 = {gap:.5f} Ha")
print("|<u5|dH/dk|u4>| x, y, z =", np.round(np.abs(velocity), 5), "Ha bohr")
print("modulus of divergent term between bands 4 and 5 (Ha/bohr):")
for label, v3, v5, limit in band_rows:
    print(f"q along {label}: q=1e-3: {v3:.5f}, q=1e-5: {v5:.5f}, "
          f"limit {limit:.5f}")
print("checks complete")
```

Printed output:

```
lattice constant 10.0 bohr, cell volume 250.0 bohr^3
ion A: Z = 3, rc = 1.0 bohr, A = 1.0 Ha, rho = 0.8 bohr
ion A: D_s = 1.0 Ha, D_p = 0.5 Ha, tau = [0. 0. 0.] bohr
ion A: constant C = 34.5992 Ha bohr^3
ion B: Z = 5, rc = 0.8 bohr, A = 3.0 Ha, rho = 0.8 bohr
ion B: D_s = 1.0 Ha, D_p = 0.5 Ha, tau = [2.5 2.5 2.5] bohr
ion B: constant C = 44.2976 Ha bohr^3
k = [0.2  0.1  0.05] 1/bohr
finite q = (b1+2 b2)/5 = [ 0.12566 -0.12566  0.37699] 1/bohr
G = b1 = [-0.62832  0.62832  0.62832] 1/bohr
G' = b3 = [ 0.62832  0.62832 -0.62832] 1/bohr
q+G-G' = [-1.13097 -0.12566  1.63363] 1/bohr
v_B(q+G-G') = 2.34578 Ha bohr^3
ion B along x, local element     = 0.000000+0.010612j Ha/bohr
ion B along x, separable element = 0.000000+0.027753j Ha/bohr
largest supercell deviation = 1.3e-10 Ha/bohr
divergent coefficient 4 pi Z/Omega, ion B = 0.251327 Ha/bohr^2
G=G'=0, q along x, imaginary parts in Ha/bohr:
q (1/bohr)   local      divergent   remainder   separable
0.100        2.495599    2.513274   -0.017675   -0.009085
0.010       25.130969   25.132741   -0.001772   -0.000912
0.001      251.327235  251.327412   -0.000177   -0.000091
-q C/Omega at q = 0.01 /bohr: -0.001772 Ha/bohr
divergent amplitude, u = 0.01 bohr, q = 0.01 /bohr: 0.2513 Ha = 6.839 eV
sheets: q = 0.025133 1/bohr, amplitude/i = 10.00000 Ha/bohr
sheets: formula 10.00000 Ha/bohr
pattern exp(iq.R): q = 0.003142 1/bohr
pattern exp(iq.R): extra term, real part 0.62831 Ha/bohr, formula 0.62832
plane waves: 137, cutoff on G^2/2 = 5.0 Ha
lowest six band energies (Ha): [0.1345 0.4787 0.524  0.5657 0.6401 0.67  ]
E5 - E4 = 0.07442 Ha
|<u5|dH/dk|u4>| x, y, z = [0.18384 0.09307 0.27754] Ha bohr
modulus of divergent term between bands 4 and 5 (Ha/bohr):
q along 100: q=1e-3: 0.62418, q=1e-5: 0.62089, limit 0.62086
q along 110: q=1e-3: 0.45227, q=1e-5: 0.44721, limit 0.44716
checks complete
```
